Why First-Born Mott Scattering Does Not Polarize an Unpolarized Electron Beam

**Comment on the claim that first-Born Mott scattering polarizes an unpolarized electron beam**

**1. The argument under review**

The argument treats elastic scattering of a Dirac electron by a nucleus in first Born approximation. It finds a non-flip amplitude f₁ and a spin-flip amplitude g₁ ≠ 0, attributes g₁ to spin-orbit coupling, and concludes that an unpolarized beam leaves with a polarization 2f₁g₁/(f₁² + g₁²), independent of Z. The amplitudes are correct. The conclusion is not: the polarization depends on the relative phase of f and g, which the argument never examines.

Conventions: ħ = c = 1; electron energy E, momentum p, β = p/E; A = E + m, B = E − m, so AB = p², A + B = 2E, A − B = 2m. The target is static and spinless, and V(r) is the time component of the four-potential. The scattering angle is θ, s = sin(θ/2), q = |p′ − p| = 2ps, and n = p×p′/|p×p′|.

**2. What polarizes a beam**

Let M map the incoming rest-frame spinor χ to the outgoing one. Any 2×2 matrix is a + b·σ. Since σ is an axial vector, parity requires b to be axial, and the only axial vector built from p and p′ is n:

M = f − i g σ·n.

For an unpolarized beam the density matrix is ½, the outgoing one is ∝ MM†, and (σ·n)² = 1 gives

MM† = (f − igσ·n)(f* + ig*σ·n) = |f|² + |g|² + i(fg* − f*g) σ·n.

Because fg* − f*g = −2i Im(f*g), the polarization is P = S n with the Sherman function

S = 2 Im(f*g)/(|f|² + |g|²) = (|f − ig|² − |f + ig|²)/(|f − ig|² + |f + ig|²).

The second form holds because spins along ±n scatter with amplitudes f ∓ ig. S vanishes whenever g/f is real. This is the meaning of "in phase" (phase 0 or π) in the present convention; with M = f + hσ·n the same condition reads h/f imaginary.

For a beam along z and scattering in the xz plane, n = ŷ and −igσ_y has rows (0, −g) and (g, 0). Spin up goes to (f, g), spin down to (−g, f). A spinor (a, b) has ⟨σ_x⟩ = 2Re(a*b), ⟨σ_y⟩ = 2Im(a*b), ⟨σ_z⟩ = |a|² − |b|². The x components are +2Re(f*g) and −2Re(f*g), and the z components are likewise opposite, so both cancel in the average. The y components are both 2Im(f*g) and add. The quantity quoted in the argument is the x component for the spin-up half of the beam alone.

**3. First Born amplitudes**

With H₀ = α·p + γ⁰m, H₀² = −∇² + m², so (E − H₀)⁻¹ = (E + H₀)(∇² + p²)⁻¹, and the outgoing kernel of (∇² + p²)⁻¹ is −e^{ipr}/(4πr). For an incident wave u e^{ip·r} the scattered wave at large r is −(e^{ipr}/4πr)(E + α·p′ + γ⁰m)Ṽ(q)u, with Ṽ the Fourier transform of V. The bracket is 2E times the positive-energy projector Σu′u′† (u†u = 1), so

M₁ = −(E/2π) Ṽ(q) u′†u.

The spinor is u = √(A/2E) (χ, σ·p χ/A). Then u′†u = (A/2E)[1 + (p²/A²)X] = (A + BX)/2E between χ′† and χ, with X = σ·p̂′ σ·p̂. The identity σ·a σ·b = a·b + iσ·(a×b) and p̂′×p̂ = −n sinθ give X = cosθ − i sinθ σ·n. Therefore

f₁ = −(Ṽ/4π)(A + B cosθ),  g₁ = −(Ṽ/4π) B sinθ.

The ratio g₁/f₁ is real, so S = 0. The sum of squares contains A² + B² + 2AB cosθ = 4E² − 2p²(1 − cosθ) = 4E²(1 − β²s²), the Mott factor. For V = −Zα e^{−μr}/r, Ṽ = −(4πZα/q)∫₀^∞ e^{−μr} sin(qr) dr = −4πZα/(q² + μ²).

With a real ratio, define tan(χ_r/2) = g₁/f₁. Then M₁ ∝ cos(χ_r/2) − i sin(χ_r/2)σ·n = exp(−iχ_r σ·n/2), a rotation of the spin by χ_r about n. The flip probability for quantization along the beam is g₁²/(f₁² + g₁²) = sin²(χ_r/2), and the expression in the argument is sin χ_r. A rotation is unitary and leaves the matrix ½ unchanged. For β → 0, B/A → 0 and χ_r → 0. For β → 1, B/A → 1 and tan(χ_r/2) → sinθ/(1 + cosθ), so χ_r → θ: the spin follows the momentum.

Since f₁ and g₁ share the factor Ṽ, the zero survives a complex Ṽ. It can fail when two Lorentz structures are present. For a vertex v + wγ⁰ (vector plus scalar), γ⁰ reverses the sign of the lower components, so 2E u′†(v + wγ⁰)u = (v + w)A + (v − w)BX. The term |v − w|²B² sinθ cosθ in f*g is real, and what remains is

Im(f*g) ∝ AB sinθ Im[(v + w)*(v − w)] = 2p² sinθ Im(w*v).

Real mixtures give zero; a relative phase does not. For potentials spherically symmetric about a common centre such a phase requires a non-Hermitian interaction. For v = 1, w = 0.5i at 100 keV and 120° the first-order S is −0.129. The program tests the form of M₁, the rotation, its two limits and these three cases with spinors obtained by diagonalizing H₀.

**4. Where the phase comes from**

Write ψ = (1/r)(G Ω_κ, iF Ω_−κ), with κ = −l − 1 for j = l + ½ and κ = l for j = l − ½. Using σ·p = σ·r̂(−i∂_r + iσ·L/r), σ·L Ω_κ = −(κ + 1)Ω_κ and σ·r̂ Ω_κ = −Ω_−κ, one finds σ·p(GΩ_κ/r) = (i/r)(G′ + κG/r)Ω_−κ, and the same with κ → −κ for the lower component. The Dirac equation becomes

G′ = −κG/r + (E − V + m)F,  F′ = κF/r − (E − V − m)G.

For real short-range V the coefficients are real and G → sin(pr − lπ/2 + δ_κ) with real δ_κ. Incident and scattered upper components carry the same factor √(A/2E), so M is read from the upper components. In the expansion of e^{ipz}χ the outgoing part e^{ipr}(2l + 1)P_l χ/(2ipr) of each l is split by the projectors Π₊ = (l + 1 + σ·L)/(2l + 1) and Π₋ = (l − σ·L)/(2l + 1), and each piece is multiplied by η_κ = e^{2iδ_κ}. On a function of θ alone L = −i n ∂_θ, and ∂_θP_l = −sinθ P_l′, so

f = (1/2ip) Σ_l [(l + 1)(η_{−l−1} − 1) + l(η_l − 1)] P_l,

g = (1/2ip) Σ_l (η_l − η_{−l−1}) sinθ P_l′.

Set a_κ = (η_κ − 1)/2ip = (δ_κ + iδ_κ² + …)/p. At first order in the coupling a_κ is real, so f₁ and g₁ are both real for any real central short-range interaction. This is the general reason for S = 0. Imaginary parts begin at second order, Im a_κ = (δ_κ⁽¹⁾)²/p. Expanding the numerator of S with f = f₁ + f₂, g = g₁ + g₂,

S = 2(f₁ Im g₂ − g₁ Im f₂)/(f₁² + g₁²) + O((Zα)²).

Re f₂ and Re g₂ multiply second-order imaginary parts and enter one order later. The numerator is of order (Zα)³ and the denominator (Zα)², so S starts at order Zα.

As a kernel on the sphere of directions, M(p̂′, p̂) = 4πΣ a_κ 𝒫_κ, where 𝒫_κ = Π±(2l + 1)P_l/4π are orthogonal projectors. Squaring the first-order kernel gives (4π)²Σ(δ_κ⁽¹⁾/p)²𝒫_κ, which is 4π/p times 4πΣ Im a_κ 𝒫_κ. Hence

Im f₂ − i Im g₂ σ·n = (p/4π) ∫dΩ_k M₁(p′, k) M₁(k, p),  |k| = p.

**5. The order-Zα term**

For the screened potential let D₁ = (k − p)² + μ², D₂ = (k − p′)² + μ², C = p(Zα)²/4π. With (σ·k̂)² = 1,

(A + Bσ·p̂′σ·k̂)(A + Bσ·k̂σ·p̂) = A² + B²X + AB(σ·p̂′σ·k̂ + σ·k̂σ·p̂).

Define I₀ = ∫dΩ/D₁D₂. The vector ∫dΩ k̂/D₁D₂ is unchanged by reflection in the scattering plane and by the reflection that swaps p̂ and p̂′, so it equals J(p̂ + p̂′). Replacing k̂ by p̂ + p̂′ in the last bracket gives X + 1 + 1 + X. With Y = I₀B² + 2ABJ,

Im f₂ = C[I₀A² + 2ABJ + Y cosθ],  Im g₂ = C Y sinθ.

In the combination needed, the cosθ terms cancel:

(A + B cosθ)Y − B(I₀A² + 2ABJ + Y cosθ) = AB[I₀(B − A) + 2J(A − B)] = 2mp²(2J − I₀),

f₁ Im g₂ − g₁ Im f₂ = [Zα C sinθ/(q² + μ²)] 2mp² (2J − I₀).

To find J, dot its definition with p̂ + p̂′ and use k̂·p̂ = 1 + μ²/2p² − D₁/2p² and the analogue for p̂′. Each D cancels one denominator, leaving I₁ = ∫dΩ/D₁ = 2π∫₋₁¹dx/(2p² + μ² − 2p²x) = (π/p²) ln(1 + 4p²/μ²). Thus 2(1 + cosθ)J = (2 + μ²/p²)I₀ − I₁/p². Subtracting (1 + cosθ)I₀ and using 1 − cosθ = q²/2p²,

2J − I₀ = [(q²/2p² + μ²/p²)I₀ − I₁/p²]/(1 + cosθ).

For I₀ use 1/D₁D₂ = ∫₀¹dx [xD₁ + (1 − x)D₂]⁻². The bracket is a − b cosϑ with a = 2p² + μ², b = 2p²|xp̂ + (1 − x)p̂′|, b² = 4p⁴ − 4p²q²x(1 − x), and ϑ measured from that vector. The angular integral is (2π/b)[1/(a − b) − 1/(a + b)] = 4π/(a² − b²). With x = (1 + t)/2, a² − b² = R² − p²q²t², where R² = μ⁴ + 4p²μ² + p²q², and the integrand is even in t:

I₀ = 4π∫₀¹dt/(R² − p²q²t²) = (2π/pqR) ln[(R + pq)/(R − pq)].

These closed forms are tested against direct quadrature over the sphere and against phase shifts integrated from the radial equations. For p = μ = 1 mc at 120°, the part of S odd in Zα = ±0.005 gives S/Zα = −0.21426, and the closed form gives −0.21426.

As μ → 0 at fixed θ ≠ 0, R → pq and (R + pq)/(R − pq) = (R + pq)²/(R² − p²q²) → 4p²q²/4p²μ², so I₀ → (2π/p²q²) ln(q²/μ²), which diverges, while μ²I₀ → 0. In the difference the screening cancels:

2J − I₀ → (π/p⁴)[ln(q²/μ²) − ln(4p²/μ²)]/(1 + cosθ) = (2π/p⁴) ln s/(1 + cosθ).

The divergent part follows from setting 2J = I₀: Im f₂ → C I₀(A + B)(A + B cosθ) and Im g₂ → C I₀(A + B)B sinθ. Each equals its first-order amplitude times 2E q² C I₀/Zα = ν ln(q²/μ²), ν = ZαE/p. This is a phase common to f and g and cannot polarize; only the finite remainder does. Collecting factors, with f₁² + g₁² = (Zα)²4E²(1 − β²s²)/q⁴,

S = 2 (Zα/q²)(p/4π)(2mp²)(2π/p⁴) ln s · [sinθ/(1 + cosθ)] · q⁴/[4E²(1 − β²s²)].

The numerical factor is 2·2·2π/(4π·4) = ½, the dimensional one is m q²/(pE²) = 4mps²/E², and sinθ/(1 + cosθ) = s/cos(θ/2). With mp/E² = β√(1 − β²),

S = 2Zα β√(1 − β²) s³ ln s / [cos(θ/2)(1 − β²s²)] + O((Zα)²).

This is the first term, at fixed β and fixed angle, of a series whose phase shifts scale as ν = Zα/β, so it needs ν ≪ 1. At small angles that is not enough, because the next order falls more slowly with s: for an unscreened point charge Z = 5 at 100 keV (ν = 0.067) the S summed to all orders is 0.84 of this term at 10° and 0.34 at 3°. In a real atom screening enters at such angles as well: a Thomas–Fermi (Molière) screened potential for Z = 5 changes the order-Zα term itself by about 3 % at 10° and 14 % at 3°. The leading term is negative for electrons, since ln s < 0, and has the opposite sign for positrons (Z → −Z). It vanishes as s³ ln s at θ → 0, and as cos(θ/2) at θ → π, where ln s ≈ −cos²(θ/2)/2. It carries the factor m/E and vanishes as β → 1 at fixed θ < π. It is ∝ β for slow electrons, within ν ≪ 1.

**6. All orders for a point charge**

For V = −Zα/r put G = √A ĝ, F = √B ĥ, ν′ = Zαm/p. Since √(AB) = p, Zα√(B/A) = ZαB/p = ν − ν′ and Zα√(A/B) = ν + ν′,

ĝ′ = −κĝ/r + [p + (ν − ν′)/r]ĥ,  ĥ′ = κĥ/r − [p + (ν + ν′)/r]ĝ.

For y = ĝ − iĥ, the identities ĥ + iĝ = iy and −ĥ + iĝ = iy* give

y′ = i(p + ν/r)y + (iν′ − κ)y*/r.

At small r, y = y₀r^γ requires (γ − iν)y₀ = (iν′ − κ)y₀*. Equal moduli give γ² + ν² = κ² + ν′², that is γ = √(κ² − (Zα)²) for the regular solution. Write y = r^γe^{−ipr}U, y* = r^γe^{−ipr}W, z = 2ipr, T = z d/dz. The equation and its conjugate become

(T + γ − iν − z)U = (iν′ − κ)W,  (T + γ + iν)W = −(iν′ + κ)U.

Applying T + γ + iν to the first gives (κ² + ν′²)U on the right, which cancels γ² + ν² on the left. With T(zU) = zU + zTU and division by z,

zU″ + (2γ + 1 − z)U′ − (γ + 1 + iν)U = 0,

which is Kummer's equation, so U = y₀ ₁F₁(a, b; z), a = γ + 1 + iν, b = 2γ + 1. In the representation ₁F₁ = Γ(b)/[Γ(a)Γ(b − a)] ∫₀¹e^{zt}t^{a−1}(1 − t)^{b−a−1}dt, the endpoint t = 1 contributes Γ(b)e^z z^{a−b}/Γ(a) at large |z|, and t = 0 a term ∝ z^{−a}, smaller by 1/r. Here z^{iν−γ} = (2pr)^{−γ}e^{iν ln 2pr}e^{−πν/2}e^{−iπγ/2}, so y → (positive) × y₀ e^{i(pr + ν ln 2pr)}e^{−iπγ/2}/Γ(γ + 1 + iν). With ĝ → sinΘ, ĥ → cosΘ, Θ = pr + ν ln 2pr − lπ/2 + δ_κ, one has y → −ie^{iΘ}. So e^{iδ_κ} ∝ i y₀e^{iπ(l−γ)/2}/Γ(γ + 1 + iν), and division by the complex conjugate gives

η_κ = [(κ − iν′)/(γ − iν)] · [Γ(γ + 1 − iν)/Γ(γ + 1 + iν)] · e^{iπ(l−γ)}.

The logarithmic phase is the same for all κ and drops out of S. As they stand, the sum for f diverges, its terms growing as l^{1/2}, and the sum for g converges only slowly, its terms oscillating and falling as l^{−1/2}. Both are evaluated after multiplication by (1 − cosθ)³. From (2l + 1)xP_l = (l + 1)P_{l+1} + lP_{l−1}, one factor (1 − x) maps coefficients c_l of P_l to c_l − (l + 1)c_{l+1}/(2l + 3) − l c_{l−1}/(2l − 1). For sinθ P_l′ the recurrence has weights l and l + 1, and the map is c_l − (l + 2)c_{l+1}/(2l + 3) − (l − 1)c_{l−1}/(2l − 1). The −1 terms, c_l ∝ 2l + 1, are mapped to zero. The program tests η_κ against integration of the radial equations for κ = ±1, ±2, ±5, tests the stability of the sum against more terms and a fourth factor, and tests the order-Zα formula against the part of the summed S odd in Zα = ±0.002, to 10⁻³ relative, at three energies and four angles.

**7. Numbers: 100 keV electrons on platinum**

The model is a static, unscreened point charge Z = 78; atomic screening, nuclear size, recoil and radiative corrections are omitted, and "exact" below means all orders in Zα within this model. With mc² = 510.999 keV, E = 1.19570 mc², p = 0.65551 mc, β = 0.54822, A = 2.19570, B = 0.19570, Zα = 0.56919. At θ = 120°, s = sinθ = 0.86603, cosθ = −0.5 and q² = 1.28906 (mc)². In units of ħ/mc = 386.159 fm,

f₁ = 0.56919 × (2.19570 − 0.5 × 0.19570)/1.28906 = 0.92632,

g₁ = 0.56919 × 0.19570 × 0.86603/1.28906 = 0.07483.

The ratio 0.08079 = tan(χ_r/2) gives χ_r = 9.24°, and the flip probability is 0.07483²/0.86367 = 0.0065. Both |f₁ − ig₁|² and |f₁ + ig₁|² equal 0.86367 (ħ/mc)², a cross section of 1288 b/sr, and the computed polarization of the unpolarized beam is 2.8×10⁻¹⁶, which is rounding error. The leading term is

S/Zα = 2 × 0.54822 × 0.83633 × 0.64952 × (−0.14384)/(0.5 × 0.77459) = −0.22121,

so S = −0.22121 × 0.56919 = −0.126. The exact amplitudes have |f| = 1.343, |g| = 0.385 and arg(g/f) = −48.5°, with cross section 2910 b/sr, and

S = (1.17729 − 2.72602)/(1.17729 + 2.72602) = −0.397.

These digits belong to the point-charge model. A Thomas–Fermi (Molière) screened potential moves S to about −0.389, the cross section to about 3090 b/sr and arg(g/f) to about −50°, and moves S/Zα at 60° from −0.096 to about −0.091. A uniform nucleus of radius 7 fm lowers the cross section by about 0.2 % and changes S by less than 0.001. Here ν = 1.04, outside the regime of the expansion, and the exact S is 3.15 times the leading term. With r = |g|/|f|, S = [2r/(1 + r²)] sin arg(g/f). The exact r = 0.287 gives 2r/(1 + r²) = 0.530, against 0.1605 for the Born ratio, a factor 3.30. In the leading term the sine is replaced by its argument, so −0.1259/0.1605 = −0.784 is the first-order phase in radians. The exact phase, −48.5° = −0.847 rad, is only 8 % larger in magnitude, and its sine is −0.749. Thus 3.15 = 3.30 × 0.749/0.784: the enhancement comes from the growth of |g|/|f|, not from the phase. For model charges Z = 1, 5, 20 at the same energy and angle, arg(g/f) is −0.58°, −3.0°, −13.1°, and the ratio of exact to leading S is 1.026, 1.134, 1.581. Phase and S go to zero with Z, as first Born requires. The excess of the ratio over 1 grows roughly as Z, as an O((Zα)²) term in S does, and is already 13 % of the leading term at Z = 5.

At 60° the platinum value S/Zα = −0.096 lies close to the leading −0.099. This is not convergence. At Z = 1 the value is −0.101, on the other side of the leading term, so the correction changes sign between the two charges, and at 90° platinum gives −0.457 against −0.187. The program and its output follow this text.

**8. Recommendation**

The claim should be withdrawn. The expression 2f₁g₁/(f₁² + g₁²) may be kept if relabelled as sin χ_r, the component transverse to the incident direction, in the scattering plane, acquired by a beam initially fully polarized along that direction. A polarization quoted for an unpolarized beam needs at least Im f₂ and Im g₂, which give its leading term at fixed angle when Zα/β ≪ 1. It needs partial-wave amplitudes at small angles, where that term is no longer dominant, and for a target as heavy as platinum.

Calculated quantities

```
mc^2 = 510.999 keV, hbar/mc = 386.159 fm, alpha = 0.0072974
T = 100 keV, Z = 78 (Pt, point nucleus), theta = 120 deg
E = 1.19570 mc^2, p = 0.65551 mc, beta = 0.54822, sqrt(1-beta^2) = 0.83633
A = E+m = 2.19570 mc^2, B = E-m = 0.19570 mc^2
q = 1.13537 mc, q^2 = 1.28906 (mc)^2
Z alpha = 0.56919, nu = Z alpha/beta = 1.03826
s = 0.86603, s^3 = 0.64952, ln s = -0.14384, cos(th/2) = 0.50000
1 - beta^2 s^2 = 0.77459
Born f1 = 0.92632 hbar/mc, g1 = 0.07483 hbar/mc, g1/f1 = 0.08079
Born |f-ig|^2 = 0.86367, |f+ig|^2 = 0.86367 (hbar/mc)^2
Born dsigma/dOmega = 0.86367 (hbar/mc)^2/sr = 1287.9 b/sr
Born spin-flip probability along beam = 0.006484
Born spin rotation chi = 9.237 deg
Born |P| of unpolarized beam = 2.8e-16
leading S/(Z alpha) = -0.22121, leading S = -0.12591
exact |f| = 1.34296 hbar/mc, |g| = 0.38484 hbar/mc
exact arg(g/f) = -48.52 deg
exact |f-ig|^2 = 1.17729, |f+ig|^2 = 2.72602 (hbar/mc)^2
exact dsigma/dOmega = 1.95166 (hbar/mc)^2/sr = 2910.3 b/sr
exact S = -0.39677
charge scan, 100 keV, 120 deg: Z, Z alpha, arg(g/f) deg, S exact, S leading, ratio
    1 0.00730   -0.581  -0.00166  -0.00161 1.026
    5 0.03649   -3.004  -0.00915  -0.00807 1.134
   20 0.14595  -13.113  -0.05103  -0.03228 1.581
   78 0.56919  -48.517  -0.39677  -0.12591 3.151
angle scan, 100 keV: theta deg, leading S/(Z alpha), exact S/(Z alpha) for Z=1, Z=78
    60  -0.09920  -0.10097  -0.09639
    90  -0.18700  -0.19124  -0.45683
   120  -0.22121  -0.22695  -0.69708
   150  -0.15383  -0.15820  -0.53173
Yukawa p = mu = 1 mc, Z alpha = +-0.005: theta deg, S/(Z alpha) radial, closed form
    60  -0.09033  -0.09032
    90  -0.16708  -0.16708
   120  -0.21426  -0.21426
   150  -0.16288  -0.16288
control vertex v = 1, w = 0.5i, 100 keV, 120 deg: Born S = -0.12939
```
